# Four-Electron Repulsion Between an Amide Lone Pair and a Metal d Orbital: verification in Python

```python
"""Four-electron repulsion of two filled orbitals d and p with overlap S.

Result under test: repulsion = -4 S (beta - alpha S) / (1 - S^2), where
alpha = mean diagonal element and beta = coupling of the one-electron operator.
The reference is four electrons at the diagonal energies in the same operator.
Example: frozen Pd atom and NH2- ion, restricted Hartree-Fock orbitals.
Matrix elements are in hartree internally and printed in eV.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh, block_diag
from scipy import constants
from pyscf import gto, scf

EV = constants.physical_constants["Hartree energy in eV"][0]
KB_EV = constants.k / constants.e


def repulsion_formula(alpha, beta, overlap):
    return -4 * overlap * (beta - alpha * overlap) / (1 - overlap**2)


# Symbolic test: sum of roots taken from the secular determinant itself.
E, a1, a2, b, s = sp.symbols("E a1 a2 b s", real=True)
determinant = sp.Matrix([[a1 - E, b - E*s], [b - E*s, a2 - E]]).det()
quadratic = sp.Poly(sp.expand(determinant), E).all_coeffs()
root_sum = -quadratic[1] / quadratic[0]
symbolic_gap = 2*root_sum - 2*(a1 + a2) - repulsion_formula((a1 + a2)/2, b, s)
assert sp.simplify(symbolic_gap) == 0

# Numerical tests: diagonalization, level shifts, coefficients, energy zero.
rng = np.random.default_rng(4)
for _ in range(100):
    alpha = rng.uniform(-1, 1)
    overlap = rng.uniform(0.02, 0.6)
    gamma = -rng.uniform(0.01, 0.5)
    beta = gamma + alpha * overlap
    metric = np.array([[1, overlap], [overlap, 1]])
    operator = np.array([[alpha, beta], [beta, alpha]])
    levels, vectors = eigh(operator, metric)
    assert np.allclose(levels - alpha,
                       [gamma/(1 + overlap), -gamma/(1 - overlap)], atol=1e-11)
    assert np.allclose(np.abs(vectors[0]),
                       1/np.sqrt(2*(1 + np.array([overlap, -overlap]))))
    ratio = (levels[1] - alpha) / (alpha - levels[0])
    assert np.isclose(ratio, (1 + overlap)/(1 - overlap), rtol=1e-8)
    shift = rng.uniform(-2, 2)
    shifted = eigh(operator + shift*metric, metric, eigvals_only=True)
    direct = 2*shifted.sum() - 4*(alpha + shift)
    assert np.isclose(direct, repulsion_formula(alpha, beta, overlap), atol=1e-10)
    assert direct > 0
    # A positive reduced coupling with positive overlap must reverse the sign.
    beta_reversed = -gamma + alpha*overlap
    reversed_operator = np.array([[alpha, beta_reversed], [beta_reversed, alpha]])
    assert 2*eigh(reversed_operator, metric, eigvals_only=True).sum() < 4*alpha

# Fragment orbitals. The amide lies in the yz plane; its pi lone pair is along x.
BASIS = {"Pd": "def2-tzvp", "N": "aug-cc-pvdz", "H": "cc-pvdz"}
NH_LENGTH = 1.02
HALF_ANGLE = np.deg2rad(54.0)


def amide_atoms(distance):
    y = NH_LENGTH*np.sin(HALF_ANGLE)
    z = distance + NH_LENGTH*np.cos(HALF_ANGLE)
    return [["N", (0, 0, distance)], ["H", (0, y, z)], ["H", (0, -y, z)]]


pd_mol = gto.M(atom=[["Pd", (0, 0, 0)]], basis=BASIS["Pd"],
               ecp="def2-tzvp", verbose=0)
pd_labels = pd_mol.ao_labels(fmt=None)
pd_letters = np.array([label[2][-1] for label in pd_labels])
pd_components = np.array([label[3] for label in pd_labels])


def shell_members(coefficients, letter):
    weight = (coefficients[pd_letters == letter]**2).sum(axis=0)
    return np.where(weight / (coefficients**2).sum(axis=0) > 0.5)[0]


def fill_closed_shells(mo_energy=None, mo_coeff=None):
    """Occupy 4s2 4p6 4d10 outside the effective core."""
    if mo_energy is None:
        mo_energy = pd_scf.mo_energy
    if mo_coeff is None:
        mo_coeff = pd_scf.mo_coeff
    occupation = np.zeros(len(mo_energy))
    for letter, count in (("s", 1), ("p", 3), ("d", 5)):
        members = shell_members(mo_coeff, letter)
        members = members[np.argsort(mo_energy[members])]
        occupation[members[:count]] = 2
    return occupation


pd_scf = scf.RHF(pd_mol)
pd_scf.get_occ = fill_closed_shells
pd_scf.conv_tol = 1e-10
pd_scf.kernel()
assert pd_scf.converged
pd_occupied = pd_scf.mo_coeff[:, pd_scf.mo_occ > 0]
pd_occupied_energies = pd_scf.mo_energy[pd_scf.mo_occ > 0]
assert pd_occupied.shape[1] == 9
d_energies = pd_occupied_energies[shell_members(pd_occupied, "d")]
assert np.ptp(d_energies) < 1e-4

amide_mol = gto.M(atom=amide_atoms(2.0), charge=-1,
                  basis={"N": BASIS["N"], "H": BASIS["H"]}, verbose=0)
amide_scf = scf.RHF(amide_mol)
amide_scf.conv_tol = 1e-10
amide_scf.kernel()
assert amide_scf.converged
amide_occupied = amide_scf.mo_coeff[:, amide_scf.mo_occ > 0]


def pd_orbital(letter, component):
    """Combine a degenerate filled shell into one Cartesian component."""
    shell = pd_occupied[:, shell_members(pd_occupied, letter)]
    rows = (pd_letters == letter) & (pd_components == component)
    mixing = np.linalg.svd(shell[rows])[2][0]
    vector = shell @ mixing
    assert np.linalg.norm(vector[~rows]) < 1e-3*np.linalg.norm(vector)
    return np.concatenate([vector, np.zeros(amide_mol.nao)])


d_xz, d_xy = pd_orbital("d", "xz"), pd_orbital("d", "xy")
p_core = pd_orbital("p", "x")
lone_pair = np.concatenate([np.zeros(pd_mol.nao), amide_occupied[:, -1]])


class FrozenContact:
    """One-electron elements from superposed, frozen fragment densities."""

    def __init__(self, distance):
        self.mol = gto.M(atom=[["Pd", (0, 0, 0)]] + amide_atoms(distance),
                         charge=-1, basis=BASIS, ecp={"Pd": "def2-tzvp"},
                         verbose=0)
        self.mf = scf.RHF(self.mol)
        self.metric = self.mf.get_ovlp()
        self.core = self.mf.get_hcore()
        occupied = block_diag(pd_occupied, amide_occupied)
        self.density = 2*occupied @ occupied.T
        coulomb, exchange = self.mf.get_jk(self.mol, self.density, hermi=1)
        self.fock = self.core + coulomb - exchange/2
        sign = np.sign(d_xz @ self.metric @ lone_pair)
        self.pair = np.column_stack([d_xz, sign*lone_pair])
        self.h2 = self.pair.T @ self.fock @ self.pair
        self.s2 = self.pair.T @ self.metric @ self.pair
        self.alpha = np.trace(self.h2)/2
        self.beta, self.overlap = self.h2[0, 1], self.s2[0, 1]
        self.gamma = self.beta - self.alpha*self.overlap
        self.repulsion = repulsion_formula(self.alpha, self.beta, self.overlap)

    def energy(self, density):
        coulomb, exchange = self.mf.get_jk(self.mol, density, hermi=1)
        return np.sum(density*(self.core + coulomb/2 - exchange/4))

    def filled_sum(self, orbitals):
        gram = orbitals.T @ self.metric @ orbitals
        return 2*np.trace(np.linalg.solve(gram, orbitals.T @ self.fock @ orbitals))


R_MAIN, R_LONG = 2.0, 2.1
contact = FrozenContact(R_MAIN)
assert np.allclose(np.diag(contact.s2), 1, atol=1e-7)
assert contact.overlap > 0 and contact.gamma < 0

# The full energy functional tests the pair formula without using its elements.
pair_change = 2*contact.pair @ (np.linalg.inv(contact.s2) - np.eye(2)) @ contact.pair.T
energy_zero = contact.energy(contact.density)
energy_plus = contact.energy(contact.density + pair_change)
energy_minus = contact.energy(contact.density - pair_change)
linear_energy = (energy_plus - energy_minus)/2
quadratic_energy = (energy_plus + energy_minus)/2 - energy_zero
assert np.isclose(linear_energy, contact.repulsion, atol=1e-6)

# Exchange energy between the two filled orbitals in the superposed density.
lone_density = 2*np.outer(lone_pair, lone_pair)
lone_exchange = contact.mf.get_jk(contact.mol, lone_density, hermi=1)[1]
pair_exchange = -d_xz @ lone_exchange @ d_xz

# Filled Pd 4p shell of the same pi symmetry.
three = np.column_stack([p_core, d_xz, lone_pair])
three_repulsion = (contact.filled_sum(three)
                   - 2*np.trace(three.T @ contact.fock @ three))
core_effect = three_repulsion - contact.repulsion

# Empty orbitals odd under x -> -x, found from actual basis-function values.
points = contact.mol.atom_coords() + np.array([0.30, 0.20, 0.25])
mirrored = points*np.array([-1, 1, 1])
values = contact.mol.eval_gto("GTOval_sph", points)
mirror_values = contact.mol.eval_gto("GTOval_sph", mirrored)
odd = np.sum(values*mirror_values, axis=0) < 0
odd_filled = np.column_stack([p_core, d_xz, d_xy, lone_pair])
assert np.max(np.abs(odd_filled[~odd])) < 1e-3
odd_levels = eigh(contact.fock[np.ix_(odd, odd)],
                  contact.metric[np.ix_(odd, odd)], eigvals_only=True)
empty_effect = 2*odd_levels[:4].sum() - contact.filled_sum(odd_filled)

# Equal-energy levels and levels with the computed mismatch restored.
equal_operator = np.array([[contact.alpha, contact.beta],
                           [contact.beta, contact.alpha]])
equal_levels = eigh(equal_operator, contact.s2, eigvals_only=True)
actual_levels = eigh(contact.h2, contact.s2, eigvals_only=True)
assert np.isclose(equal_levels.sum(), actual_levels.sum(), atol=1e-7)

# Bond stretching and a classical thermal displacement.
longer = FrozenContact(R_LONG)
TEMPERATURE, STIFFNESS = 400.0, 10.0
thermal_energy = KB_EV*TEMPERATURE
thermal_displacement = np.sqrt(thermal_energy/STIFFNESS)
slope = (longer.repulsion - contact.repulsion)*EV/(R_LONG - R_MAIN)
thermal_change = abs(slope)*thermal_displacement


def show(label, value, unit="eV", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Level: frozen-fragment RHF; Pd def2-TZVP with core potential")
print("Amide basis: N aug-cc-pVDZ, H cc-pVDZ")
show("Pd-N distance (input)", R_MAIN, "angstrom", 2)
show("N-H distance (input)", NH_LENGTH, "angstrom", 2)
show("H-N-H angle (input)", 2*np.rad2deg(HALF_ANGLE), "degree", 1)
show("Overlap S", contact.overlap, "(dimensionless)", 5)
show("Diagonal energy of d", contact.h2[0, 0]*EV)
show("Diagonal energy of lone pair", contact.h2[1, 1]*EV)
show("Mean diagonal energy alpha", contact.alpha*EV)
show("Mismatch, d minus lone pair", (contact.h2[0, 0] - contact.h2[1, 1])*EV)
show("Coupling beta", contact.beta*EV)
show("Reduced coupling gamma", contact.gamma*EV)
show("Equal-energy lower level", equal_levels[0]*EV)
show("Equal-energy upper level", equal_levels[1]*EV)
show("Lower-level shift", (equal_levels[0] - contact.alpha)*EV)
show("Upper-level shift", (equal_levels[1] - contact.alpha)*EV)
show("Rise-to-fall ratio", (equal_levels[1] - contact.alpha)
     / (contact.alpha - equal_levels[0]), "(dimensionless)")
show("Four-electron repulsion, formula", contact.repulsion*EV)
show("Four-electron repulsion, energy functional", linear_energy*EV)
show("Four-electron repulsion", contact.repulsion*EV*constants.e
     * constants.N_A/1000, "kJ/mol", 1)
show("Lower level with mismatch", actual_levels[0]*EV)
show("Upper level with mismatch", actual_levels[1]*EV)
show("Neglected quadratic interaction term", quadratic_energy*EV)
show("Pair exchange energy outside the formula", pair_exchange*EV)
show("Change from filled Pd 4p", core_effect*EV)
show("Change from empty x-odd orbitals, fixed F", empty_effect*EV)
show("Longer Pd-N distance (input)", R_LONG, "angstrom", 2)
show("Overlap at longer distance", longer.overlap, "(dimensionless)", 5)
show("Reduced coupling at longer distance", longer.gamma*EV)
show("Repulsion at longer distance", longer.repulsion*EV)
show("Rough delivery temperature (input)", TEMPERATURE, "K", 0)
show("Rough bond stiffness (input)", STIFFNESS, "eV/angstrom^2", 1)
show("Thermal energy kT", thermal_energy)
show("Thermal rms bond displacement", thermal_displacement, "angstrom")
show("Repulsion change for that displacement", thermal_change)
print("checks complete")
```

Output:

```
Level: frozen-fragment RHF; Pd def2-TZVP with core potential
Amide basis: N aug-cc-pVDZ, H cc-pVDZ
Pd-N distance (input): 2.00 angstrom
N-H distance (input): 1.02 angstrom
H-N-H angle (input): 108.0 degree
Overlap S: 0.13712 (dimensionless)
Diagonal energy of d: -1.7517 eV
Diagonal energy of lone pair: -1.9127 eV
Mean diagonal energy alpha: -1.8322 eV
Mismatch, d minus lone pair: 0.1610 eV
Coupling beta: -2.4612 eV
Reduced coupling gamma: -2.2099 eV
Equal-energy lower level: -3.7756 eV
Equal-energy upper level: 0.7289 eV
Lower-level shift: -1.9434 eV
Upper-level shift: 2.5611 eV
Rise-to-fall ratio: 1.3178 (dimensionless)
Four-electron repulsion, formula: 1.2354 eV
Four-electron repulsion, energy functional: 1.2354 eV
Four-electron repulsion: 119.2 kJ/mol
Lower level with mismatch: -3.7771 eV
Upper level with mismatch: 0.7304 eV
Neglected quadratic interaction term: -0.2410 eV
Pair exchange energy outside the formula: -0.4785 eV
Change from filled Pd 4p: 0.3347 eV
Change from empty x-odd orbitals, fixed F: -0.2821 eV
Longer Pd-N distance (input): 2.10 angstrom
Overlap at longer distance: 0.12205 (dimensionless)
Reduced coupling at longer distance: -1.8725 eV
Repulsion at longer distance: 0.9280 eV
Rough delivery temperature (input): 400 K
Rough bond stiffness (input): 10.0 eV/angstrom^2
Thermal energy kT: 0.0345 eV
Thermal rms bond displacement: 0.0587 angstrom
Repulsion change for that displacement: 0.1805 eV
checks complete
```
